# Oxide-breakdown percolation by union-find and the finite-size errors of its Weibull slope

## Definitions and conventions

An oxide of thickness $na_0$ and area $Na_0^2$ is divided into cubic cells of edge $a_0$: $n\ge2$ layers, each with $N=L^2$ cells, $V=nN$ in all. The sides are periodic and $L\ge5$. At time $t$ each cell is defective, independently of the others, with probability

$$p(t)=(t/\tau)^{\alpha},\qquad t\le\tau .$$

Two defects are connected if their cells share a face, an edge or a corner, so an inner cell has 26 neighbours. Breakdown is the first connected path from one electrode to the other.

Let $F$ be the probability that breakdown has occurred. A Weibull law in a variable $x$ reads $1-F=\exp[-(x/\eta)^\beta]$, so that $W=\ln[-\ln(1-F)]$ is a straight line of slope $\beta$ against $\ln x$. Since $\ln p=\alpha\ln(t/\tau)$, a slope $\beta$ in $p$ becomes $\alpha\beta$ in time. I work in $p$ and convert at the end. The number of simulated or measured breakdowns is $M$, $\psi$ is the digamma function, and $J=\pi^2/6$.

## The naive scheme

The direct simulation adds defects at random, searches the whole lattice for a path after each addition, records the fraction $K/V$ when the $K$-th defect completes one, and fits a Weibull slope to many such fractions. It has four faults. The searches repeat almost all their work. The fraction $K/V$ is not $p$. A lattice much smaller than a device has a different slope. Finally, $M$ is finite. The first fault costs time, while the other three change the answer.

## Connectivity without repeated searches

A search through $K$ defects costs a time of order $K$, and repeating it at every insertion costs order $K^2$. Defects are never removed, however, so clusters can only merge, and a union-find structure stores just that.

Each defect points to a parent, and the last parent in the chain, the root, names the cluster. One run is:

1. Give every cell a birth value $u$, uniform on $(0,1)$. The cell is defective once $p>u$. Sort the cells by $u$.
2. Insert the next cell as its own root. For each occupied neighbour, find both roots and, if they differ, attach the smaller tree to the larger.
3. Treat the electrodes as two extra nodes, neighbours of all cells in the first and last layers respectively.
4. Stop when the electrodes have the same root. Record $K$ and $p_{\rm BD}=u_{(K)}$, the $K$-th smallest birth value.

When a node moves one step further from its root, its tree has joined one at least as large, so its tree size has at least doubled. The depth is therefore at most $\log_2$ of the cluster size. Redirecting each visited node to its grandparent shortens the chains further. The merging work is of order $K\log K$ at worst, besides the set-up and sorting of the lattice.

## Why the defect count gives too steep a slope

At given $p$ the number of defects fluctuates. Recording $K/V$ discards this fluctuation, although the breakdown time of a device contains it.

The order in which the cells are inserted is independent of the sorted list of birth values, and $K$ depends on the order alone. Given $K$, therefore, $p_{\rm BD}$ is the $K$-th smallest of $V$ uniform numbers, whose density is proportional to $p^{K-1}(1-p)^{V-K}$. Its moments are

$$\langle p^s\rangle=\frac{\Gamma(K+s)\,\Gamma(V+1)}{\Gamma(K)\,\Gamma(V+1+s)} .$$

The first and second derivatives of $\ln\langle p^s\rangle$ at $s=0$ are the mean and variance of $\ln p$:

$$\psi(K)-\psi(V+1),\qquad \psi'(K)-\psi'(V+1).$$

Let $v$ be the average of this variance over the runs. The total variance is the variance of the conditional mean plus the mean conditional variance,

$$\mathrm{Var}\ln p_{\rm BD}=\mathrm{Var}\,\psi(K)+v .$$

For a Weibull variable $\ln x=\ln\eta+\beta^{-1}\ln E$, where $E$ is a unit exponential variable. Since $\mathrm{Var}\ln E=\psi'(1)=J$, a slope can be read from the variance as $\beta=\sqrt{J/\mathrm{Var}\ln x}$, the moment slope. With the rough replacement of $\psi(K)$ by $\ln K$, which gives the size of the effect but not its exact coefficient,

$$\frac{J}{\beta_K^2}\approx\frac{J}{\beta_p^2}-v
\quad\Longrightarrow\quad
\beta_K\approx\frac{\beta_p}{\sqrt{1-\beta_p^2v/J}} .$$

The count-based slope $\beta_K$ is too large. For $1\ll K\ll V$, $v\approx1/K$, the relative variance of a Poisson number. The remedy is to keep the birth value $u_{(K)}$, which costs nothing.

## Why a small lattice has the wrong slope

**Weakest link.** Regions further apart than the size of a cluster fail independently, so their survival probabilities multiply. Hence, once $L$ exceeds the cluster size,

$$-\ln(1-F)=Nf(p),\qquad W=\ln N+\ln f(p),$$

with $f$ independent of $N$. A larger area fails at smaller $p$. It therefore samples another part of the same curve $\ln f$, and the slope depends on area if this curve bends.

**Leading term.** The smallest path has one defect per layer. From each cell there are 9 choices in the next layer, giving $9^{n-1}$ paths per column and $f\approx9^{n-1}p^n$.

**First correction.** Let $S_k$ be the number of spanning sets of $k$ defects. Then

$$F=\sum_kS_kp^k(1-p)^{V-k}
=S_np^n+\left[S_{n+1}-(V-n)S_n\right]p^{n+1}+\dots$$

Passing from $F$ to $-\ln(1-F)=F+F^2/2+\dots$ adds terms from $p^{2n}$ on, which is beyond $p^{n+1}$ for $n\ge2$.

The product $(V-n)S_n$ counts each minimal path with one extra defect. A set that contains two minimal paths is counted twice, and a set that spans only through a sideways step is not counted. The bracket is thus the number of sideways-only sets minus the number of double-path sets. In both kinds one layer holds two defects and every other layer holds one.

- *Doubled end layer.* Both defects touch the single defect in the next layer: $\binom92=36$ pairs. The other layers give $9^{n-2}$. Two ends contribute $-72\cdot9^{n-2}$ per column. A sideways step in an end layer gives no new path, because the electrode touches every cell there.
- *Doubled inner layer, two paths.* Let the defects below and above be displaced by $(i,j)$. They have $m=(3-|i|)(3-|j|)$ common neighbours in the layer. Summed over displacements, $\sum m=9^2=81$ and $\sum m^2=(9+2\cdot4+2\cdot1)^2=361$, so the number of pairs is $\sum m(m-1)/2=140$.
- *Doubled inner layer, sideways only.* The lower defect touches $u$ but not $v$, the upper one $v$ but not $u$, and $u,v$ are neighbours. If $u,v$ share a face (4 directions), each has 3 cells of its own in an adjacent layer, giving $4\cdot3^2=36$. If they meet at an edge (4 directions), each has 5, giving $4\cdot5^2=100$. The sum is 136.

Each of the $n-2$ inner layers thus contributes $(136-140)\,9^{n-3}$. Dividing everything by $9^{n-1}$,

$$f=9^{n-1}p^n(1+c_1p+\dots),\qquad c_1=-8-\frac{4(n-2)}{81}.$$

For $n=3$ the coefficient of $p^4$ is $-72\cdot9-4=-652$. Exhaustive enumeration on a $5\times5$ lattice gives the same integer. The end layers dominate: a second defect there often duplicates a connection that already exists.

The local slope is $d\ln f/d\ln p=n+c_1p+O(p^2)$. The density at which breakdown occurs follows from $N9^{n-1}p_0^n=1$:

$$p_0=(N9^{n-1})^{-1/n}.$$

The area error therefore decays only as $N^{-1/n}$, more slowly for a thicker oxide. If defects could connect only vertically, then $f=-\ln(1-p^n)\approx p^n+p^{2n}/2$. The local slope would be $n(1+p^n/2)$, and with $p^n\approx1/N$ its error would be $n/(2N)$. The slow convergence thus comes from lateral connections.

## What the fit returns when the curve bends

A maximum-likelihood fit does not read the local slope at one point. For trial slope $b$ the log-likelihood is

$$M\ln b-Mb\ln\eta+(b-1)\sum\ln x-\sum(x/\eta)^b .$$

Stationarity in $\eta$ gives $\eta^b=\overline{x^b}$, the bar being the sample mean. Stationarity in $b$ then gives

$$\frac{\overline{x^b\ln x}}{\overline{x^b}}-\overline{\ln x}=\frac1b .\tag{1}$$

Because $1-F=e^{-Nf}$, the quantity $E=Nf(p_{\rm BD})$ is a unit exponential variable. To first order in $\epsilon=c_1p_0$,

$$z\equiv n\ln\frac{p_{\rm BD}}{p_0}=\ln E-\epsilon g,\qquad g=E^{1/n},$$

where the leading result $p=p_0E^{1/n}$ was put into the small term. Write $b=n(1+\delta)$ and $\langle A\rangle_1=\langle EA\rangle$. In units of $z$, (1) has $1/(1+\delta)\approx1-\delta$ on the right, and the weight is $e^{(1+\delta)z}\approx E(1+\delta\ln E-\epsilon g)$. For large $M$,

$$\langle\ln E\rangle_1-\langle\ln E\rangle+\delta\,\mathrm{Var}_1\ln E-\epsilon\left[\langle g\rangle_1-\langle g\rangle+\mathrm{Cov}_1(\ln E,g)\right]=1-\delta .$$

Under the weight $E^{k-1}e^{-E}$ the cumulants of $\ln E$ are $\psi(k),\psi'(k),\psi''(k),\dots$ The first difference is therefore $\psi(2)-\psi(1)=1$, which cancels the 1 on the right, and $\mathrm{Var}_1\ln E=\psi'(2)=J-1$. What remains is $J\delta=\epsilon[\dots]$. With $a=1/n$, $\langle g\rangle=\Gamma(1+a)$ and $\langle g\rangle_1=\Gamma(2+a)=(1+a)\Gamma(1+a)$, so

$$\beta^*=n+n\kappa c_1p_0,\qquad
\kappa=\frac{a\Gamma(1+a)+\Gamma(2+a)[\psi(2+a)-\psi(2)]}{J}.\tag{2}$$

For $n=3$, $n\kappa=0.967$: the fit returns nearly the local slope at $p_0$. Equation (2) needs $|c_1|p_0\ll1$.

## What a finite number of breakdowns adds

For a true Weibull law, rescaling $x$ and raising it to a power reduce the problem to $x=E$, $b=1+\delta$. Let $h(b)$ be the left side of (1) minus the right, with $h_0,h',h''$ taken at $b=1$. Solving $h=0$ to second order,

$$\delta=-\frac{h_0}{h'}-\frac{h''h_0^2}{2h'^3}.$$

Set $w=\ln E-\psi(2)$ and $\sigma^2=\psi'(2)=J-1$. The large-sample derivatives are $h'=\sigma^2+1=J$ and $h''=\psi''(2)-2=-2\zeta(3)$.

To first order $h_0$ is the sample mean of $(E-1)w-1$. The cumulants for $k=3$ give $\langle E^2w\rangle=1$ and $\langle E^2w^2\rangle=2\sigma^2$. Also $\langle Ew^2\rangle=\sigma^2$ and $\langle w^2\rangle=J+1$. The variance of $h_0$ is thus $(2\sigma^2-2\sigma^2+J+1-1)/M=J/M$, and the relative standard error of the slope is $1/\sqrt{JM}$.

For the bias two more averages are needed. The ratio in $h_0$ contains $\overline{Ew}/\overline E$, so $\langle h_0\rangle=-\langle E^2w\rangle/M=-1/M$. The fluctuation of $h'$ is the sample mean of $E(w^2-\sigma^2)$. With $\langle E^2w^3\rangle=2\psi''(2)+3\sigma^2$ and $\langle Ew^3\rangle=\psi''(2)$,

$$M\,\mathrm{Cov}(h_0,h')=\psi''(2)+2\sigma^2=2J-2\zeta(3).$$

Collecting the three parts,

$$\langle\delta\rangle=\frac1M\left[\frac1J+\frac{2J-2\zeta(3)}{J^2}+\frac{\zeta(3)}{J^2}\right]
=\frac1M\left[\frac3J-\frac{\zeta(3)}{J^2}\right]\approx\frac{1.38}{M}.$$

In 20,000 synthetic Weibull samples of $M=100$, the bias was 1.38 % and the scatter 8.1 % of the true slope. The leading-order scatter is 7.8 %.

More runs reduce this error but not the area error. With the area error taken to first order, the two are equal at

$$M^*=\frac1J\left(\frac{n}{n\kappa c_1p_0}\right)^2 .$$

Beyond $M^*$ the area error is the larger of the two, and more runs alone cannot remove it.

## A 3 nm oxide

Take $a_0=1$ nm, $n=3$ and $\alpha=0.5$. The simulations used 10,000 runs for $L=8$ and 16, 8000 for $L=32$ and 3000 for $L=64$. All slopes are in $p$. "ML" is the maximum-likelihood slope with its standard error, and the last two columns are moment slopes, whose statistical errors are about 0.03 (0.05 at $L=64$).

| $L$ | $p_0$ | ML | Eq. (2) | from $p$ | from $K/V$ |
|---|---|---|---|---|---|
| 8 | 0.058 | 2.37 ± 0.02 | 2.55 | 2.54 | 3.37 |
| 16 | 0.036 | 2.63 ± 0.02 | 2.72 | 2.71 | 3.10 |
| 32 | 0.023 | 2.76 ± 0.02 | 2.82 | 2.80 | 2.96 |
| 64 | 0.014 | 2.90 ± 0.04 | 2.89 | 2.83 | 2.91 |

The smallest lattice underestimates the limit 3 by 0.63, of which first order explains 0.45. There $c_1p_0=-0.47$ is not small. At $L=64$ the difference from (2) is within the standard error. For two layers and $L=24$, 20,000 runs gave $1.88\pm0.01$, against 1.89 from (2).

The count-based column is deceptive. At $L=16$ and 32 it lies within about 0.1 of 3, because two errors of opposite sign nearly cancel. The count law predicts 3.20, 3.00, 2.93 and 2.88 for the four lattices. It gives only about four fifths of the rise from the $p$ column to the $K/V$ column (0.7 to 0.8 in these runs, within their noise). The reason is that $\psi(K)\approx\ln K-1/(2K)$, so $\mathrm{Var}\,\psi(K)$ exceeds $\mathrm{Var}\ln K$ by about $-\mathrm{Cov}(\ln K,1/K)$. This neglected term is positive and of the same order in $1/K$ as $v$, so a larger lattice does not make it negligible beside $v$. For Weibull-distributed $K$ of slope $n=1/a$ it equals $a[\psi(1)-\psi(1-a)]\langle1/K\rangle$, about $v/4$ for $n=3$. Since $K\approx nNp_0\propto N^{1-1/n}$, the count error falls as $N^{-2/3}$ for $n=3$ and the area error as $N^{-1/3}$. The cancellation cannot persist.

The weakest-link assumption can be read from the same runs. At the density where 36.8 % of the $L=32$ lattices survive, the fourth power of the $L=16$ survival is 36.9 %.

For a device of 1 µm², $N=10^6$ and

$$p_0=(81\times10^6)^{-1/3}=0.00231,$$
$$n\kappa c_1p_0=0.967\times(-8.05)\times0.00231=-0.018 .$$

The slope is 2.98 in $p$ and $0.5\times2.98=1.49$ in time. The slope simulated at $L=64$, where (2) holds within the standard error, can be carried to this area by adding the difference of the two first-order values: $2.898+(2.982-2.888)=2.99\pm0.04$. This error is statistical only and could hide a higher-order remainder of similar size, so the step is a rough check of the value 2.98, not an improvement on it. On smaller lattices higher orders clearly spoil it: from $L=16$ it gives only 2.89.

The first-order sample numbers $M^*$ are 27, 68, 172 and 433 for the four lattices, and about 17,000 for the device. At $L=8$ the actual area error, 0.63 instead of 0.45, lowers 27 to 14. A simulation soon becomes limited by area, a measurement by sample number. With 100 devices the standard error of the time slope is 0.12 and its bias $+0.02$, while the area shift is $-0.009$.

## Beside a real gate oxide

These parameters are rough typical values for silicon dioxide on silicon. The assumed stress, 10 MV/cm at 398 K, is well above normal operating fields. Real oxides break the assumption of uniform thickness. If 1 % of the area, in patches many cells wide, is one cell thinner, it adds a hazard of about $0.01\times9p^2$ to $0.99\times81p^3$. Narrow patches add more, because their edges also touch neighbouring columns. Solving for $Nf=1$ numerically, the thin spots carry 36 % of the hazard, and the local slope is $3-0.36=2.64$. This changes the slope about twenty times more than the device's area error does. The estimate ignores the higher field in the thin spots, 15 MV/cm at the same voltage. If the rough field acceleration used below still held at so high a field, nearly all breakdowns would occur there and the slope in $p$ would be close to 2.

A thickness spread of 0.05 nm between devices matters too. With a rough acceleration of 3 in $\ln t$ per MV/cm at fixed voltage, it spreads $\ln t$ by $s=3\times10\times0.05/3=0.5$. Adding variances, the moment slope in time becomes $(1/1.49^2+s^2/J)^{-1/2}=1.29$. The lifetimes are then no longer Weibull distributed, and a maximum-likelihood fit returns another value. For a normal spread and $\beta=1.49$, (1) becomes $[\psi(1+b/\beta)-\psi(1)]/\beta+bs^2=1/b$, which gives $b=1.16$. These figures count the field change only. The critical density also rises with thickness: treating $n$ as continuous, $d\ln p_0/dn=(\ln N-\ln9)/n^2=1.29$, which adds $1.29\times0.05/0.5=0.13$ to $s$ and lowers the two slopes to about 1.20 and 1.06. A temperature spread of 1 K, with an activation energy of 0.6 eV, spreads $\ln t$ by only 0.04.

Trapped charge may also matter. At $p_0$ the defects number $np_0/a_0^2=6.9\times10^{11}$ cm⁻². If all held one charge, spread evenly in depth, the field would rise by 0.16 MV/cm at one oxide face and fall by as much at the other. At the same acceleration, local generation times at the faces would change by 0.5 in $\ln t$. At fixed voltage the mean field is unchanged, so if generation follows the local field these smeared changes cancel to first order for paths with one defect per layer. The smearing understates the effect, however. The defects are about 12 nm apart, four times the thickness, and one charge at mid-oxide between conducting electrodes changes the field by about $\pm4$ MV/cm in the cells directly above and below it, where a path must grow. That is too large to linearise, and no cancellation can be relied on, nor can it when generation follows the tunnelling current. Defect generation would then no longer be independent of the defects already present. The slope computed here is therefore that of a uniform oxide with independent defects, and a measured slope should be compared with it only after the thickness spread has been assessed.
